Film profiles from complex neutron reflection by the Gelfand–Levitan–Marchenko equation

**The physical question**

A neutron beam travels through a silicon wafer, meets a thin copper layer that joins it to a second wafer, and is partly reflected. The reflected wave carries information about the scattering-length density (SLD) ρ(z) at every depth z, but multiple reflection mixes the depths. If both modulus and phase of the reflected amplitude are known, can ρ(z) be computed directly, without a fitted model, and how do data errors enter the answer?

The layer occupies 0 < z < L between identical, non-absorbing media and is uniform in its plane. The in-plane wavevector is then conserved, and the normal motion obeys

ψ″ + [k² − V(z)]ψ = 0, V(z) = 4π[ρ(z) − ρ_m], (1)

where ρ_m and k are the SLD and the normal wavenumber in the surrounding medium. The momentum transfer there is Q = 2k. V is real, bounded and zero outside the layer. The incident side carries e^{ikz} + r(k)e^{−ikz}, the far side t(k)e^{ikz}. We take r(k) as already retrieved; measuring its phase is a separate problem.

V must have no bound state. A bound state ψ with energy −κ² would satisfy, after multiplication of (1) by ψ* and integration by parts,

∫(|ψ′|² + V|ψ|²)dz = −κ²∫|ψ|²dz.

For V ≥ 0 this is impossible, so copper in silicon qualifies.

**A wave built from the front**

Let f(z,k) solve (1) and equal e^{−ikz} for z < 0. We seek it in the form

f(z,k) = e^{−ikz} + ∫_{−z}^{z} K(z,y)e^{−iky}dy, K(z,−z) = 0. (2)

Two differentiations give

f″ = [−k² + dK(z,z)/dz − ikK(z,z) + K_z(z,z)]e^{−ikz} + K_z(z,−z)e^{ikz} + ∫K_zz e^{−iky}dy.

Two integrations by parts in y give

k²∫K e^{−iky}dy = [ikK(z,z) + K_y(z,z)]e^{−ikz} − K_y(z,−z)e^{ikz} − ∫K_yy e^{−iky}dy.

In the sum f″ + k²f − Vf the terms ±ikK cancel. On the line y = z, K_z + K_y = dK(z,z)/dz. On y = −z, K_z − K_y = dK(z,−z)/dz = 0. Equation (1) therefore holds if

K_zz − K_yy = V(z)K, V(z) = 2 dK(z,z)/dz. (3)

Such a K exists. With u = (z+y)/2 and v = (z−y)/2, the operator ∂_z² − ∂_y² becomes ∂_u∂_v, and (3) with its boundary values becomes

K = ½∫₀^u V(s)ds + ∫₀^u∫₀^v V(u′+v′)K(u′,v′)dv′du′.

If |V| ≤ M, the nth iterate carries a factor (Muv)ⁿ/(n!)², so the iteration converges. (For discontinuous V, (3) is read through this integral form.) Since u′+v′ ≤ z, K(z,y) depends on V only between the surface and depth z.

**Causality**

Let f₊ be the solution equal to e^{ikz} behind the layer. Matching t f₊ to the incident side at z = 0 gives 1 + r = t f₊ and ik(1 − r) = t f₊′, hence

r = (ikf₊ − f₊′)/D, t = 2ik/D, D = ikf₊ + f₊′, all at z = 0. (4)

f₊ is analytic in k, so r can have a pole only where D = 0. At such a point in the upper half plane f₊ continues into z < 0 as e^{−ikz} and decays on both sides. It is then an eigenfunction, its energy k² is real, and k = iκ: a bound state. On the real axis with k ≠ 0, Im(f₊*f₊′) = k everywhere, while D = 0 would make it −k|f₊|², of opposite sign. At k = 0 and V ≥ 0 (V not identically zero), f₊ starts from 1 with zero slope at L and curves upward towards the front, so f₊′(0) < 0. Then D ≠ 0 and (4) gives r(0) = −1.

For large |k| write m = f₊e^{−ikz}, which satisfies

m(z) = 1 + ∫_z^L [(e^{2ik(z′−z)} − 1)/(2ik)]V(z′)m(z′)dz′.

The exponential is bounded for Im k ≥ 0, so m = 1 + O(1/k), and (4) gives t = 1 + O(1/k), r = O(1/k). Define

R(x) = (1/2π)∫_{−∞}^{∞} r(k)e^{−ikx}dk = (1/π)∫₀^∞ Re[r(k)e^{−ikx}]dk. (5)

The second form uses r(−k) = r(k)*, which holds for real V. For x < 0 the contour closes in the upper half plane, where r has no pole, so R(x) = 0: no echo precedes the arrival at the surface.

**The integral equation**

Both f(z,−k) and f(z,k) solve (1), and comparison at z < 0 gives

t f₊ = f(z,−k) + r f(z,k).

Subtract e^{ikz} from both sides, multiply by e^{−iky}/2π with |y| < z, and integrate over k. The left side is e^{ik(z−y)} times a function of order 1/k, analytic in the upper half plane. Since z − y > 0, its integral vanishes. On the right, f(z,−k) − e^{ikz} = ∫K e^{iky′}dy′ yields K(z,y), and r f yields R(z+y) plus the integral of K(z,y′)R(y+y′). Because R vanishes for negative argument,

K(z,y) + R(z+y) + ∫_{−y}^{z} K(z,y′)R(y+y′)dy′ = 0. (6)

This is the Gelfand–Levitan–Marchenko equation. For each depth it is linear in K, and (3) then gives V.

The largest argument of R in (6) is 2z, so V down to depth z needs R on [0,2z]. Conversely, at y = z equation (6) expresses R(2z) through K(z,·) and earlier values of R. It is a Volterra equation for R, so R up to 2z is unaffected by deeper layers.

The solution is unique. For real h on [−z,z] with transform ĥ(k) = ∫h e^{−iky}dy,

∫h²dy + ∫∫h(y)R(y+y′)h(y′)dy dy′ = (1/2π)∫[|ĥ|² + r ĥ²]dk ≥ (1/2π)∫(1 − |r|)|ĥ|²dk > 0.

The last step holds because |r|² = 1 − |t|² < 1 for k ≠ 0 and ĥ, being analytic, cannot vanish on an interval. The symmetric operator 1 + R is thus positive. Where the layer reflects almost totally over a range of k, this lower bound becomes weak. The smallest eigenvalue can then be small, which makes the inversion more sensitive to errors.

In the weak-scattering limit the integral in (6) is dropped. Then K(z,z) ≈ −R(2z) and

V(z) ≈ −4R′(2z). (7)

**Discretization and its error**

Take z = nh and y_i = −z + ih, i = 0,…,2n. Then y_i + y_j = (i+j−2n)h, so the data enter as a Hankel matrix, constant along antidiagonals. The trapezoidal rule turns (6) into

K_i + Σ_j w_ij R_{i+j−2n} K_j = −R_i, R_m = R(mh), R_m = 0 for m < 0,

with w_ij = h inside the range of integration and h/2 at its two ends, i+j = 2n and j = 2n. For i = 0 the range has zero length and the weight is zero. The last component is K(z,z).

The quadrature error is of order h². The central difference adds another: if V = 2 dK(z,z)/dz, Taylor expansion gives

V_num − V ≈ (h²/6)V″. (8)

**Noise in the data**

Let r change by δr, and R by δR. Varying (6) at fixed z gives

(1 + R)δK = −g, g(y) = δR(z+y) + ∫K(z,y′)δR(y+y′)dy′.

At y = z this reads δK(z,z) = −g(z) − ∫R(z+y)δK(z,y)dy. Equation (6) says R(z+y) = −[(1+R)K](y), and 1 + R is symmetric, so

δK(z,z) = −g(z) + ∫K(1+R)δK dy = −g(z) − ∫K(z,y)g(y)dy.

Written out,

δK(z,z) = −[δR(2z) + 2∫K(z,y)δR(z+y)dy + ∫∫K(z,y)K(z,y′)δR(y+y′)dy dy′].

Inserting (5) for δR, the three terms assemble into the square of (2):

δK(z,z) = −(1/π)∫₀^∞ Re[δr P]dk, P = f(z,k)² for causal δr. (9)

Random noise is not causal. Its transform has a part at x < 0, which the algorithm discards. That part enters only the double integral, so for noise

P = f² − ∫_{−2z}^{0} C(z,x)e^{−ikx}dx, C(z,x) = ∫K(z,y)K(z,x−y)dy. (10)

Suppose the real and imaginary parts of r have independent errors of standard deviation σ at points spaced by Δk. The variance of Re(δr ∂_zP) is σ²|∂_zP|², and V = 2 dK(z,z)/dz, hence

σ_V(z) = (2σΔk/π)[Σ|∂_zP|²]^{1/2}. (11)

Near the front P ≈ e^{−2ikz}, so |∂_zP| = 2k. With Σk² ≈ k_max³/(3Δk),

σ_V ≈ (4σ/π)(Δk k_max³/3)^{1/2}. (12)

A larger band sharpens the profile but raises the noise near the front as k_max^{3/2}. Deeper down, low-k errors gain weight and the noise depends less strongly on k_max: where V > k², f″ = (V − k²)f makes f grow, as cosh(√V z) for a uniform barrier at k = 0.

**Forward verification and what it can see**

The forward calculation cuts the profile into slabs of thickness d and starts behind the layer with ψ = 1, ψ′ = ik. With q² = k² − V in each slab,

ψ(z−d) = cos(qd)ψ − q⁻¹sin(qd)ψ′,
ψ′(z−d) = q sin(qd)ψ + cos(qd)ψ′,

and r = (ikψ − ψ′)/(ikψ + ψ′) at z = 0.

To learn what agreement in r proves, let u and ũ be the full waves, with unit incident amplitude, for V and V + δV. Equation (1) gives (uũ′ − u′ũ)′ = δV uũ. The bracket vanishes behind the layer. At z = 0 it equals ik[(1+r)(1−r̃) − (1−r)(1+r̃)] = 2ik(r − r̃). Integration gives

r̃ − r = (1/2ik)∫₀^L δV uũ dz. (13)

Where reflection is weak, uũ ≈ e^{2ikz}, and the mismatch at Q measures the Fourier component of δV at Q. Components beyond the measured band are then nearly invisible to the check. Setting V = 0 in (13) also confirms (7): r ≈ (1/2ik)∫V e^{2ikz}dz, inserted in (5), gives R′(x) = −V(x/2)/4.

**Worked example: a copper bond between silicon wafers**

All SLDs are in 10⁻⁴ nm⁻². Rough values are 2.1 for silicon and 6.5 for copper. The layer is 40 nm thick, with graded edges of 4 nm in front and 8 nm behind. A porous seam between 20 and 28 nm lacks 25 % of its copper at the centre. With s(u) = ½(1 − cos πu) for 0 < u < 1 and s = 1 above,

ρ = 2.1 + s(z/4)s((40−z)/8)[6.5(1 − p) − 2.1], p = 0.25cos²(π(z−24)/8) in the seam, 0 elsewhere.

The contrast 4.4 gives a critical momentum transfer

Q_c = 2(4π × 4.4×10⁻⁴)^{1/2} = 0.149 nm⁻¹.

Synthetic amplitudes were computed up to Q = 10 nm⁻¹ in steps of 0.01 nm⁻¹. At the sampled points with x < 0, |R| is at most 1.3×10⁻⁶ of its maximum. Removing the seam changes R by less than 10⁻⁶ of its maximum up to x = 39 nm, and by up to 8 % between 45 and 56 nm, as expected for a change that begins at 20 nm depth.

Inversion with h = 0.25 nm down to 44 nm gives K(z,z) = 0.0899 nm⁻¹ at the end. By (3) this should be half the area of V. The edges remove 2 and 4 nm of effective thickness and the seam removes 6.5 × 0.25 × 4 = 6.5, so

½ × 4π×10⁻⁴ × (4.4 × 34 − 6.5) = 0.0899 nm⁻¹.

At the seam centre the true SLD is 4.875 and the recovered one 4.880. Equation (8) accounts for the difference: there ρ″ = 0.8125(π/4)² = 0.501, and 0.25²/6 × 0.501 = 0.005. The rms error over the whole depth is 0.0040, against 0.0173 at h = 0.5 nm. The ratio 4.4 is close to the 4 of a second-order method. Behind the layer, at 42 nm, the inversion returns 2.100, the silicon value, so the thickness is found and not assumed.

Formula (7) returns 6.28 at 5 nm, 3.12 at 15 nm and −1.08 at the seam centre. It serves near the front and fails deeper down, where the integral dropped from (6) is no longer small. The smallest eigenvalue of 1 + R at 40 nm is 0.12, so the full equation is still well conditioned here.

The forward calculation through the recovered profile reproduces r within 2×10⁻⁴ over the whole band.

**Finite band, noise and other neglected effects**

With the data cut at Q = 1, 2 and 3 nm⁻¹, the rms SLD error is 0.142, 0.012 and 0.006. For the first cut the largest in-band mismatch in r is 0.007. It occurs near Q = 0.115 nm⁻¹, below Q_c, where |r| is of order 1, so the relative mismatch there is below one per cent. Where |r| is small the relative mismatch is larger: its median over the band is about 3 %, and at the fringe minimum near Q = 0.94 nm⁻¹, close to the cut, it exceeds |r| itself. Most of the profile error lies in Fourier components beyond the cut. A small forward mismatch does not certify detail finer than the band resolves, in accordance with (13).

For σ = 0.001 and a cut at Q = 3 nm⁻¹ (k_max = 1.5 nm⁻¹, Δk = 0.005 nm⁻¹), equation (12) gives

σ_V = (0.004/π)(0.005 × 1.5³/3)^{1/2} = 9.5×10⁻⁵ nm⁻²,

which is 0.076 in SLD. Evaluation of (11) gives 0.072 at 5 nm. The difference comes from the central difference, which multiplies each component by sin(2kh)/(2kh). Averaged over the band with weight k², the square of this factor is 0.89, and 0.076 × √0.89 = 0.072. At 35 nm the value is 0.077. The share of the variance from below Q_c rises from 0.02 % at 5 nm to 12 % at 35 nm, which accounts for nearly all of the increase. One noisy inversion changed the profile by 0.068 rms. For this noise sample, formula (9) with P from (10) matches the response of the inversion to within 0.04 % of its peak. With P = f² the discrepancy is 16 %, a figure that varies strongly from one sample to another.

By (12), the front noise at cuts of 1, 2 and 3 nm⁻¹ is about 0.015, 0.041 and 0.076. Added in quadrature to the truncation errors this gives roughly 0.14, 0.04 and 0.08. This estimate leaves out the growth of the noise with depth and the smoothing by the central difference; noisy inversions averaged over many samples give rms errors of 0.144, 0.046 and 0.074. Of these three cuts, 2 nm⁻¹ is the best for this noise, spacing and profile.

The remaining effects were sized with the cut held at 3 nm⁻¹, as rms changes of the SLD:

- Data below Q = 0.06 nm⁻¹ set to zero: 4.0, nearly the whole contrast. Filling the gap with a spline through r(0) = −1 and r(−k) = r(k)* reduces this to 0.008 for noise-free data. Noise in the points beside the gap makes the filling less accurate.
- A relative Q resolution of 1 % (standard deviation): 0.011. Here the amplitude was averaged; an instrument averages intensities, so this is an estimate of size.
- Absorption in copper: 0.005. An intensity decay e^{−Nσ_a s} over path s adds iNσ_a/2 to the wavenumber 2π/λ, so Im(4πρ) has magnitude (2π/λ)Nσ_a and Im ρ has magnitude Nσ_a/(2λ). With roughly N = 85 nm⁻³, σ_a = 10 barn = 10⁻⁹ nm² and λ = 0.5 nm, this is 8.5×10⁻⁸ nm⁻², or 8.5×10⁻⁴ in the units used here.

**When a bound state is present**

Suppose r has a pole at k = iκ. Closing the contour for x < 0 now leaves R(x) = A e^{κx}, with A = i Res r. In the derivation of (6) the left side no longer vanishes. Since f is analytic in k, the residue of t f₊ is f(z,iκ)Res r, and the left side becomes

A e^{κy}[e^{κz} + ∫K(z,y′)e^{κy′}dy′].

Moved to the right, this replaces R by

F(x) = R(x) − A e^{κx}, (14)

which again vanishes for x < 0. Continuity at x = 0 gives A = R(0).

Reversing the sign of V in the example produces one bound state. Diagonalization of the Hamiltonian gives κ = 0.0534 nm⁻¹, and the slope of ln|R| at x < 0 gives the same value. The uncorrected algorithm then has an rms error of 86 % of the largest |V|; with F in place of R it is 0.09 %. The unsubtracted bound-state term is therefore the cause of the failure.

**The model beside a real bond**

The identical media on both sides suit a bonded pair. A real stack may also contain adhesion or barrier layers. These belong in V and need no change of method, provided that no bound state appears; they are absent from this example, as are silicides. Lateral non-uniformity breaks the one-dimensional equation (1), and its effect has not been sized.

Thickness is a further limit. For an 80 nm copper layer with the same edges and no seam, the smallest eigenvalue of 1 + R falls below 0.001. For σ = 0.001 and a cut at Q = 3 nm⁻¹, first-order error propagation then gives an SLD noise of about 4 at 70 nm depth, nearly the whole contrast, so the far side is lost at this noise level. Truncation errors are amplified as well: with noise-free data cut at Q = 1 nm⁻¹, the 80 nm layer is recovered with an rms error of about 2.5, against 0.14 for the 40 nm example. The good conditioning found at 40 nm does not carry over to much thicker bonds.

The usable band is a severe restriction. Near Q = 1.0 nm⁻¹ the reflectivity of the model is about 2×10⁻⁵, apart from fringe minima. Near Q = 2.0 nm⁻¹ it is about 3×10⁻⁸, which is likely to lie below the background of a real measurement. A cut near 1 nm⁻¹ is then more realistic, with an rms error of about 0.14, or 3 % of the copper–silicon contrast, for noise-free data and the graded edges assumed here. Sharper interfaces lose more: with both edges 1 nm wide, the same cut gives an rms error of about 0.4, or 9 % of the contrast.

Computed results

```
SLD of silicon, copper (rough): 2.1, 6.5 1e-4 nm^-2
film thickness 40.0 nm; edges 4.0, 8.0 nm
seam centre 24.0 nm, half-width 4.0 nm, void 0.25
critical Q of copper in silicon: 0.1487 nm^-1
data: Q spacing 0.01 nm^-1, Q up to 10.0 nm^-1
depth step 0.25 nm; largest system 353 unknowns
forward slabs vs ODE, max |dr|: 2.8e-07
Q=0.055 nm^-1: r = -0.63128 -0.76280 i
Q=0.305 nm^-1: r = +0.10446 +0.08242 i
Q=1.005 nm^-1: r = +0.00103 +0.00478 i
Q=2.005 nm^-1: r = -0.00017 -0.00007 i
max |R|: 0.0267 nm^-1; at x<0, relative: 1.3e-06
seam removed, relative change of R: x<=39 nm 5.4e-07
seam removed, relative change of R: 45<x<56 nm 0.077
K(z,z) at 44 nm: 0.08991; half area 0.08991 nm^-1
f from K vs f from marching, relative: 1.9e-04
smallest eigenvalue of 1+R at 40 nm: 0.1174
depth (nm), true SLD, recovered SLD, weak-scattering SLD (1e-4 nm^-2)
    2  4.3000  4.3000  4.2966
    5  6.5000  6.5000  6.2827
   10  6.5000  6.5000  5.0527
   15  6.5000  6.5000  3.1199
   20  6.5000  6.4973  1.1058
   24  4.8750  4.8801  -1.0819
   28  6.5000  6.4971  0.2216
   34  5.8556  5.8525  -0.9053
   38  2.7444  2.7465  -1.2514
   42  2.1000  2.1000  1.8216
rms SLD error, step 0.5 nm: 0.01731; 0.25 nm: 0.00397 1e-4 nm^-2
error ratio 4.36; max error at 0.25 nm 0.0262 1e-4 nm^-2
rms error of weak-scattering formula: 4.343 1e-4 nm^-2
forward check of recovered profile, max |dr|: 1.7e-04
Q cut 1.0 nm^-1: rms error 0.1423 1e-4 nm^-2, in-band |dr| 7.2e-03
Q cut 2.0 nm^-1: rms error 0.0124 1e-4 nm^-2, in-band |dr| 3.5e-04
Q cut 3.0 nm^-1: rms error 0.0064 1e-4 nm^-2, in-band |dr| 1.8e-04
Q=3 nm^-1 at wavelength 0.5 nm: angle 6.86 deg
rms SLD changes below are relative to the Q<=3 nm^-1 result
Q<0.06 nm^-1 set to zero: 3.9838 1e-4 nm^-2
Q<0.06 nm^-1 filled by spline: 0.00848 1e-4 nm^-2
Q resolution 1 % (std. dev.): 0.0107 1e-4 nm^-2
noise 0.001 per part of r: 0.0677 1e-4 nm^-2
noise formula, SLD std. dev. at 5 nm 0.0718, 35 nm 0.0767 1e-4 nm^-2
noise variance from below critical Q: 5 nm 0.0002, 35 nm 0.1194
error formula vs inversion, relative: 3.5e-04; without causal cut 0.16
copper: 85.0 nm^-3, 10.0 barn; Im SLD 8.5e-04 1e-4 nm^-2
absorption neglected: 5.2e-03 1e-4 nm^-2
reversed contrast: kappa 0.05340, from R(x<0) 0.05340 nm^-1
its rms V error / max V: uncorrected 0.855, corrected 0.0009
```
